# The Spin-Orbit Sum Rule for the L3/L2 Branching Ratio: test program

```python
"""
Spin-orbit sum rule for 2p -> d absorption (Thole-van der Laan):
    I3/I2 = (2 + r)/(1 - r),   r = Lam/nh
I3, I2 : line strengths of the L3 and L2 edges, summed over polarizations
nh     : number of d holes
Lam    : sum of l.s over the d holes = -<sum of l.s over d electrons>, hbar^2
The rule is tested against complete many-electron spectra p6 d5 -> p5 d6,
built from determinants, with angular integrals done by quadrature.
Core-valence Coulomb interaction is then switched on to see the rule fail.
Energies are in eV; line strengths are in units of the squared radial integral.
"""
from functools import lru_cache
from itertools import combinations
from math import factorial, sqrt
import numpy as np
from scipy.linalg import eigh
from scipy.special import lpmv

# ---------- spin orbitals: 0-5 are p, 6-15 are d ----------
ORB = [(l, m, s) for l in (1, 2) for m in range(-l, l + 1) for s in (0.5, -0.5)]
NORB = len(ORB)
X, W = np.polynomial.legendre.leggauss(12)


def theta(l, m):
    """Polar part of a spherical harmonic on the quadrature points."""
    n = abs(m)
    f = sqrt((2*l + 1)/2*factorial(l - n)/factorial(l + n))*lpmv(n, l, X)
    return f if m >= 0 else (-1)**n*f


@lru_cache(None)
def angular(k, l1, m1, l2, m2):
    """<l1 m1| C(k, m1-m2) |l2 m2>, C = renormalized spherical harmonic."""
    if abs(m1 - m2) > k:
        return 0.0
    integrand = theta(l1, m1)*theta(k, m1 - m2)*theta(l2, m2)
    return sqrt(2/(2*k + 1))*float(np.sum(W*integrand))


Lz, Lp, Sz, Sp = (np.zeros((NORB, NORB)) for _ in range(4))
for i, (l1, m1, s1) in enumerate(ORB):
    Lz[i, i], Sz[i, i] = m1, s1
    for j, (l2, m2, s2) in enumerate(ORB):
        if l1 == l2 and s1 == s2 and m1 == m2 + 1:
            Lp[i, j] = sqrt(l2*(l2 + 1) - m2*(m2 + 1))
        if l1 == l2 and m1 == m2 and s1 == s2 + 1:
            Sp[i, j] = 1.0
LS = Lz@Sz + 0.5*(Lp@Sp.T + Lp.T@Sp)
LS_p, LS_d = LS.copy(), LS.copy()
LS_p[6:, 6:] = 0
LS_d[:6, :6] = 0

eg5, xy5 = np.zeros((5, 5)), np.zeros((5, 5))
eg5[2, 2] = 1
for i in (0, 4):
    for j in (0, 4):
        eg5[i, j] = 0.5
        xy5[i, j] = 0.5 if i == j else -0.5
EG, XY = np.zeros((NORB, NORB)), np.zeros((NORB, NORB))
EG[6:, 6:] = np.kron(eg5, np.eye(2))
XY[6:, 6:] = np.kron(xy5, np.eye(2))


# ---------- many-electron operators on determinants (bit strings) ----------
def act(det, remove, add):
    sign = 1
    for o in remove:
        if not det >> o & 1:
            return 0, 0
        if (det & ((1 << o) - 1)).bit_count() & 1:
            sign = -sign
        det ^= 1 << o
    for o in add:
        if det >> o & 1:
            return 0, 0
        if (det & ((1 << o) - 1)).bit_count() & 1:
            sign = -sign
        det |= 1 << o
    return det, sign


def operator(terms, kets, bras):
    index = {d: i for i, d in enumerate(bras)}
    M = np.zeros((len(bras), len(kets)))
    for j, det in enumerate(kets):
        for remove, add, value in terms:
            new, sign = act(det, remove, add)
            if sign:
                M[index[new], j] += sign*value
    return M


def one_body(mat):
    return [((int(b),), (int(a),), mat[a, b]) for a, b in np.argwhere(abs(mat) > 1e-13)]


def repulsion(a, b, c, d, radial):
    (la, ma, sa), (lb, mb, sb), (lc, mc, sc), (ld, md, sd) = (ORB[i] for i in (a, b, c, d))
    if sa != sc or sb != sd or ma + mb != mc + md:
        return 0.0
    return sum(R*angular(k, la, ma, lc, mc)*angular(k, ld, md, lb, mb)
               for k, R in radial.get((la, lb, lc, ld), {}).items())


def two_body(radial):
    terms, pairs = [], list(combinations(range(NORB), 2))
    for c, d in pairs:
        for a, b in pairs:
            v = repulsion(a, b, c, d, radial) - repulsion(a, b, d, c, radial)
            if abs(v) > 1e-12:
                terms.append(((c, d), (b, a), v))
    return terms


def d_shells(n):
    return [sum(1 << o for o in occ) for occ in combinations(range(6, NORB), n)]


def transition_setup(n):
    """Bases, dipole operators (q = -1, 0, 1) and L2 projector for p6 dn -> p5 d(n+1)."""
    start = [63 | d for d in d_shells(n)]
    final = [(63 ^ (1 << c)) | d for c in range(6) for d in d_shells(n + 1)]
    dip = []
    for q in (-1, 0, 1):
        terms = [((c,), (a,), angular(1, 2, ORB[a][1], 1, ORB[c][1]))
                 for a in range(6, NORB) for c in range(6)
                 if ORB[a][2] == ORB[c][2] and ORB[a][1] - ORB[c][1] == q]
        dip.append(operator(terms, start, final))
    core_so = operator(one_body(LS_p), final, final)
    # one core hole: electron sum of l.s is -1/2 (j=3/2 hole) or +1 (j=1/2 hole)
    P2 = (core_so + 0.5*np.eye(len(final)))/1.5
    return start, final, dip, core_so, P2


def rule(r):
    return (2 + r)/(1 - r)


# ---------- test 1: one-electron weights ----------
ev, U = np.linalg.eigh(LS[:6, :6])
Pp = {j: U[:, abs(ev - e) < 1e-8]@U[:, abs(ev - e) < 1e-8].T for j, e in ((1.5, 0.5), (0.5, -1.0))}
ev, U = np.linalg.eigh(LS[6:, 6:])
Pd = {j: U[:, abs(ev - e) < 1e-8]@U[:, abs(ev - e) < 1e-8].T for j, e in ((2.5, 1.0), (1.5, -1.5))}
weight = {}
for jc in (1.5, 0.5):
    A = np.zeros((10, 10))
    for q in (-1, 0, 1):
        C = np.array([[angular(1, 2, ORB[a][1], 1, ORB[c][1])
                       if ORB[a][2] == ORB[c][2] and ORB[a][1] - ORB[c][1] == q else 0.0
                       for c in range(6)] for a in range(6, NORB)])
        A += C@Pp[jc]@C.T
    for jd in (2.5, 1.5):
        weight[jc, jd] = np.trace(A@Pd[jd])/np.trace(Pd[jd])
    assert np.allclose(A, sum(weight[jc, jd]*Pd[jd] for jd in Pd), atol=1e-12)
for key, exact in (((0.5, 2.5), 0), ((0.5, 1.5), 1/3), ((1.5, 2.5), 2/5), ((1.5, 1.5), 1/15)):
    assert abs(weight[key] - exact) < 1e-12

# ---------- test 2: arbitrary correlated states of other fillings ----------
rng = np.random.default_rng(1)
for n in (1, 8, 9):
    start, final, dip, _, P2 = transition_setup(n)
    g = rng.normal(size=len(start))
    g /= np.linalg.norm(g)
    I2 = sum((T@g)@P2@(T@g) for T in dip)
    I3 = sum((T@g)@(T@g) for T in dip) - I2
    lam = -g@operator(one_body(LS_d), start, start)@g
    assert abs(I3/I2 - rule(lam/(10 - n))) < 1e-9

# ---------- worked example: low-spin d5 ----------
F2dd, F4dd, TENDQ, ZETA_D = 4.0, 2.5, 3.0, 0.4
F2pd, G1pd, G3pd = 4.0, 3.0, 2.0
TETRA = 0.5
NH = 5
start, final, dip, core_so, P2 = transition_setup(5)
P3 = np.eye(len(final)) - P2
dd_terms = two_body({(2, 2, 2, 2): {2: F2dd, 4: F4dd}})
pd_terms = two_body({(1, 2, 1, 2): {2: F2pd}, (1, 2, 2, 1): {1: G1pd, 3: G3pd}})
dd_i, so_i, eg_i, xy_i = (operator(t, start, start) for t in
                          (dd_terms, one_body(LS_d), one_body(EG), one_body(XY)))


def ground(tendq, zeta, tetra=0.0):
    E, V = eigh(dd_i + zeta*so_i + tendq*eg_i + tetra*xy_i)
    return E[0], V[:, 0]


E0, g = ground(TENDQ, ZETA_D)
lam_el = g@so_i@g
lam = -lam_el
r = lam/NH
h = 1e-3
slope = (ground(TENDQ, ZETA_D + h)[0] - ground(TENDQ, ZETA_D - h)[0])/(2*h)
assert abs(slope - lam_el) < 1e-4          # energy derivative gives the same l.s
eg_count = g@eg_i@g
assert eg_count < 1                        # low-spin state
proj = np.zeros((NORB, NORB))
proj[6:, 6:] = Pd[1.5]
holes32 = 4 - g@operator(one_body(proj), start, start)@g
holes52 = NH - holes32

Lz_i, Lp_i, Sz_i, Sp_i = (operator(one_body(m), start, start) for m in (Lz, Lp, Sz, Sp))
total_LS = g@(Lz_i@Sz_i + 0.5*(Lp_i@Sp_i.T + Lp_i.T@Sp_i))@g
assert abs(total_LS - lam) > 0.01          # total L.S is a different quantity

_, g_inf = ground(1e4, ZETA_D)
lam_inf = -g_inf@so_i@g_inf
assert abs(lam_inf - 1) < 0.01

# full final-state Hamiltonian
valence = (operator(dd_terms, final, final) + ZETA_D*operator(one_body(LS_d), final, final)
           + TENDQ*operator(one_body(EG), final, final))
Vcv = operator(pd_terms, final, final)
assert np.allclose(Vcv, Vcv.T, atol=1e-10) and np.allclose(valence, valence.T, atol=1e-10)
Lp_f = operator(one_body(Lp), final, final)
assert np.allclose(Vcv@Lp_f, Lp_f@Vcv, atol=1e-9)      # rotational invariance
excited = [T@g for T in dip]
N3 = 4*len(d_shells(6))


def spectrum(zeta_p, interaction):
    E, U = eigh(valence + zeta_p*core_so + interaction)
    assert E[N3] - E[N3 - 1] > 10          # the two edges are well separated
    w = sum((U.T@v)**2 for v in excited)
    return w[:N3].sum(), w[N3:].sum(), E[N3] - E[N3 - 1]


ZP = 50.0
V_diag = P3@Vcv@P3 + P2@Vcv@P2
I3, I2, gap = spectrum(ZP, V_diag)
assert abs(I3/I2 - rule(r)) < 1e-8
assert abs(I2 - 2/15*(NH - lam)) < 1e-8 and abs(I3 - 2/15*(2*NH + lam)) < 1e-8

# core-valence mixing on: exact spectrum against first-order perturbation theory
mix = sum(v@P3@(Vcv@(P2@v)) for v in excited)
scan = []
for zp in (1000.0, 200.0, 50.0):
    a, b, _ = spectrum(zp, Vcv)
    assert abs(a + b - I3 - I2) < 1e-8     # total strength is conserved
    first = -2*mix/(1.5*zp)
    R = a/b
    scan.append((zp, R, a - I3, first, NH*(R - 2)/(R + 1)))
assert abs(scan[0][2] - scan[0][3]) < 0.1*abs(scan[0][3])
assert abs(scan[0][2] - scan[0][3]) < abs(scan[1][2] - scan[1][3])/10

# tetragonal field: single polarizations against their sum
_, gt = ground(TENDQ, ZETA_D, TETRA)
lam_t = -gt@so_i@gt
s2 = np.array([(T@gt)@P2@(T@gt) for T in dip])
s3 = np.array([(T@gt)@P3@(T@gt) for T in dip])
R_z, R_xy, R_sum = s3[1]/s2[1], (s3[0] + s3[2])/(s2[0] + s2[2]), s3.sum()/s2.sum()
assert abs(R_sum - rule(lam_t/NH)) < 1e-9
assert abs(R_z - R_sum) > 0.01 and abs(R_xy - R_sum) > 0.01

# ---------- output ----------
print("One-electron weights a(core j, d j'), squared radial integral = 1")
for (jc, jd), w in weight.items():
    print(f"  a({jc},{jd}) = {abs(w):.6f}")
print("Model d5 ion, inputs in eV")
print(f"  d-d Slater integrals F2, F4 = {F2dd}, {F4dd}")
print(f"  cubic splitting 10Dq = {TENDQ}, d spin-orbit zeta_d = {ZETA_D}")
print(f"  core-valence F2, G1, G3 = {F2pd}, {G1pd}, {G3pd}")
print(f"  number of states: initial {len(start)}, final {len(final)}")
print("Ground state")
print(f"  electrons in e_g orbitals = {eg_count:.4f}")
print(f"  holes with j=5/2, j=3/2 = {holes52:.4f}, {holes32:.4f}")
print(f"  electron sum of l.s = {lam_el:.4f} hbar^2")
print(f"  same from dE/d(zeta_d) = {slope:.4f} hbar^2")
print(f"  hole sum Lam = {lam:.4f} hbar^2, r = {r:.4f}")
print(f"  total L.S (not the quantity in the rule) = {total_LS:.4f} hbar^2")
print(f"  ratio predicted by the rule = {rule(r):.4f}")
print(f"Spectrum, zeta_p = {ZP} eV, core-valence part diagonal in core j")
print(f"  I3 = {I3:.5f}, I2 = {I2:.5f}, ratio = {I3/I2:.4f}")
print(f"  energy gap between the two edges = {gap:.1f} eV")
print("Strong-field limit, 10Dq = 10000 eV")
print(f"  Lam = {lam_inf:.4f} hbar^2, ratio = {rule(lam_inf/NH):.4f}")
print("Full core-valence interaction")
for zp, R, dev, first, app in scan:
    print(f"  zeta_p = {zp:.0f} eV: ratio = {R:.4f}, apparent Lam = {app:.4f} hbar^2")
    print(f"    change of I3 = {dev:.6f}, first order = {first:.6f}")
print(f"Tetragonal field, xy orbital raised by {TETRA} eV")
print(f"  Lam = {lam_t:.4f} hbar^2, rule = {rule(lam_t/NH):.4f}")
print(f"  ratio z, in-plane, summed = {R_z:.4f}, {R_xy:.4f}, {R_sum:.4f}")
print("OK")
```

Running it gives:

```
One-electron weights a(core j, d j'), squared radial integral = 1
  a(1.5,2.5) = 0.400000
  a(1.5,1.5) = 0.066667
  a(0.5,2.5) = 0.000000
  a(0.5,1.5) = 0.333333
Model d5 ion, inputs in eV
  d-d Slater integrals F2, F4 = 4.0, 2.5
  cubic splitting 10Dq = 3.0, d spin-orbit zeta_d = 0.4
  core-valence F2, G1, G3 = 4.0, 3.0, 2.0
  number of states: initial 252, final 1260
Ground state
  electrons in e_g orbitals = 0.1465
  holes with j=5/2, j=3/2 = 4.0665, 0.9335
  electron sum of l.s = -2.6663 hbar^2
  same from dE/d(zeta_d) = -2.6663 hbar^2
  hole sum Lam = 2.6663 hbar^2, r = 0.5333
  total L.S (not the quantity in the rule) = 0.4761 hbar^2
  ratio predicted by the rule = 5.4275
Spectrum, zeta_p = 50.0 eV, core-valence part diagonal in core j
  I3 = 1.68884, I2 = 0.31116, ratio = 5.4275
  energy gap between the two edges = 60.3 eV
Strong-field limit, 10Dq = 10000 eV
  Lam = 1.0005 hbar^2, ratio = 2.7505
Full core-valence interaction
  zeta_p = 1000 eV: ratio = 5.4144, apparent Lam = 2.6615 hbar^2
    change of I3 = -0.000636, first order = -0.000636
  zeta_p = 200 eV: ratio = 5.3625, apparent Lam = 2.6424 hbar^2
    change of I3 = -0.003181, first order = -0.003179
  zeta_p = 50 eV: ratio = 5.1747, apparent Lam = 2.5707 hbar^2
    change of I3 = -0.012743, first order = -0.012715
Tetragonal field, xy orbital raised by 0.5 eV
  Lam = 2.5421 hbar^2, rule = 5.1027
  ratio z, in-plane, summed = 4.8389, 5.2257, 5.1027
OK
```
